# London's Hückel Ring Currents: Diamagnetic 4n+2 and Paramagnetic 4n Rings: a numerical check

```python
"""London-Hueckel ring currents.

Result under test: a ring of N = 2M sites with N electrons and alternating
hoppings b1, b2 < 0 encloses the flux f (in units of h/e). For 0 < f < 1/2
  dE/df = -2 (-1)^M sin(2 pi f) * Int dy / (cosh(M u) - (-1)^M cos(2 pi f)),
  cosh u = (y^2 + b1^2 + b2^2) / (2 b1 b2),  y over the real line,
so the closed-shell ring is diamagnetic for odd M (N = 4n+2) and
paramagnetic for even M (N = 4n). The hopping phase itself is tested on
matrix elements between London orbitals, in atomic units.
Energies are in eV, lengths in angstrom, and site energies are zero.
"""
import numpy as np
from scipy.constants import e, h, angstrom
from scipy.integrate import quad
from scipy.special import binom

PI = np.pi
PHI0 = h / e


# ---------- matrix element between London orbitals, by quadrature ----------
def london_element(field, Rj, Rk, exponent=0.8, depth=3.0):
    """<chi_j|H|chi_k> with the full Hamiltonian applied by differences."""
    x, w = np.polynomial.hermite.hermgauss(24)
    scale = np.sqrt(2 * exponent)
    w1 = w * np.exp(x**2) / scale
    grid = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1) / scale
    weight = np.einsum("i,j,k->ijk", w1, w1, w1).ravel()
    r = grid + ((Rj + Rk) / 2)[:, None]

    def vector_potential(p):
        return 0.5 * field * np.array([-p[1], p[0], 0 * p[2]])

    def orbital(p, R):
        d = p - R[:, None]
        phase = np.exp(-1j * (vector_potential(R) @ p))
        return phase * d[2] * np.exp(-exponent * np.sum(d**2, axis=0))

    step = 0.01
    centre = orbital(r, Rk)
    laplacian = np.zeros_like(centre)
    A = vector_potential(r)
    A_grad = np.zeros_like(centre)
    for axis in range(3):
        s = np.zeros((3, 1))
        s[axis] = step
        p1, m1 = orbital(r + s, Rk), orbital(r - s, Rk)
        p2, m2 = orbital(r + 2 * s, Rk), orbital(r - 2 * s, Rk)
        laplacian += (16 * (p1 + m1) - p2 - m2 - 30 * centre) / (12 * step**2)
        A_grad += A[axis] * (8 * (p1 - m1) - p2 + m2) / (12 * step)
    V = -depth * sum(np.exp(-np.sum((r - R[:, None])**2, axis=0))
                     for R in (Rj, Rk))
    H_chi = (-0.5 * laplacian - 1j * A_grad
             + (0.5 * np.sum(A**2, axis=0) + V) * centre)
    return np.sum(weight * orbital(r, Rj).conj() * H_chi)


Rj, Rk = np.array([3.0, 0.5, 0.0]), np.array([1.5, 2.6, 0.0])
element0 = london_element(0.0, Rj, Rk)
test_field = 0.05
element = london_element(test_field, Rj, Rk)
phase_quadrature = np.angle(element / element0)
phase_triangle = test_field * np.cross(Rj, Rk)[2] / 2
assert abs(phase_quadrature - phase_triangle) < 1e-6
change1 = abs(london_element(0.01, Rj, Rk)) - abs(element0)
change2 = abs(london_element(0.02, Rj, Rk)) - abs(element0)
assert abs(change2 / change1 - 4) < 0.2  # modulus changes only as field^2


# ---------- ring model ----------
def polygon(sides):
    """Equiangular polygon, placed away from the gauge origin."""
    angle = 2 * PI * np.arange(len(sides)) / len(sides)
    edges = np.array(sides)[:, None] * np.column_stack(
        [np.cos(angle), np.sin(angle)])
    assert np.allclose(edges.sum(axis=0), 0)
    return np.cumsum(edges, axis=0) - edges + np.array([0.7, -1.9])


def area_and_shares(points):
    """Ring area and the share of its flux in each origin-bond triangle."""
    nxt = np.roll(points, -1, axis=0)
    triangles = (points[:, 0] * nxt[:, 1] - points[:, 1] * nxt[:, 0]) / 2
    return triangles.sum(), triangles / triangles.sum()


def hamiltonian(hops, shares, f):
    N = len(hops)
    H = np.zeros((N, N), complex)
    for k in range(N):
        j = (k + 1) % N
        H[j, k] = hops[k] * np.exp(-2j * PI * f * shares[k])
        H[k, j] = H[j, k].conj()
    return H


def energy(hops, shares, f):
    levels = np.linalg.eigvalsh(hamiltonian(hops, shares, f))
    return 2 * levels[:len(hops) // 2].sum()


def slope(func, f, d=1e-3):
    return (8 * (func(f + d) - func(f - d))
            - func(f + 2 * d) + func(f - 2 * d)) / (12 * d)


def curvature_numeric(func, d=2e-3):
    return (16 * (func(d) + func(-d)) - func(2 * d) - func(-2 * d)
            - 30 * func(0.0)) / (12 * d**2)


def alternating(b1, b2, N):
    return np.array([b1, b2] * (N // 2))


def gaps_half(b1, b2, N):
    theta = 4 * PI * np.arange(N // 2) / N
    return theta, np.sqrt(b1**2 + b2**2 + 2 * b1 * b2 * np.cos(theta))


def curvature_terms(b1, b2, N):
    g = gaps_half(b1, b2, N)[1]
    return 8 * PI**2 / N**2 * (g - (b1**2 - b2**2)**2 / g**3)


def flux_integral(b1, b2, N, f):
    M = N // 2

    def integrand(y):
        u = np.arccosh(max(1.0, (y**2 + b1**2 + b2**2) / (2 * b1 * b2)))
        return 1 / (np.cosh(min(M * u, 600.0)) - (-1)**M * np.cos(2 * PI * f))
    near = quad(integrand, 0, 2, epsabs=1e-11, limit=200)[0]
    far = quad(integrand, 2, np.inf, epsabs=1e-11, limit=200)[0]
    return 2 * (near + far)


def bond_currents(hops, shares, f):
    """Conventional current through each bond, times h/e, in eV."""
    N = len(hops)
    H = hamiltonian(hops, shares, f)
    C = np.linalg.eigh(H)[1][:, :N // 2]
    return np.array([-2 * PI * 4 * np.sum(
        (C[(k + 1) % N].conj() * H[(k + 1) % N, k] * C[k]).imag)
        for k in range(N)])


def perturbation_parts(hops, shares):
    """Expectation part, mixing part and frontier-pair part of E''(0)."""
    N = len(hops)
    H = hamiltonian(hops, shares, 0.0)
    H1, H2 = np.zeros_like(H), np.zeros_like(H)
    for k in range(N):
        j = (k + 1) % N
        H1[j, k] = -2j * PI * shares[k] * H[j, k]
        H1[k, j] = H1[j, k].conj()
        H2[j, k] = H2[k, j] = -(2 * PI * shares[k])**2 * H[j, k]
    levels, C = np.linalg.eigh(H)
    occ, vir = C[:, :N // 2], C[:, N // 2:]
    expectation = 2 * np.trace(occ.conj().T @ H2 @ occ).real
    gaps = levels[N // 2:, None] - levels[None, :N // 2]
    mixing = -4 * np.abs(vir.conj().T @ H1 @ occ)**2 / gaps
    return expectation, mixing.sum(), mixing[0, -1]


# ---------- uniform rings: closed forms against diagonalization ----------
beta = -2.5
for N in (6, 10, 14, 4, 8, 12):
    shares = area_and_shares(polygon([1.4] * N))[1]
    hops = np.full(N, beta)
    shift = 0.0 if N % 4 == 2 else 0.5
    for f in (-0.2, 0.07, 0.31, 0.5):
        formula = 4 * beta * np.cos(2 * PI * (abs(f) - shift) / N) / np.sin(PI / N)
        assert abs(energy(hops, shares, f) - formula) < 1e-10
        if N % 4 == 0:
            lv = np.linalg.eigvalsh(hamiltonian(hops, shares, f))
            triplet = 2 * lv[:N // 2 - 1].sum() + lv[N // 2 - 1] + lv[N // 2]
            formula = 4 * beta * np.cos(2 * PI * f / N) / np.tan(PI / N)
            assert abs(triplet - formula) < 1e-10
    if N % 4 == 2:
        formula = 16 * PI**2 * abs(beta) / (N**2 * np.sin(PI / N))
        numeric = curvature_numeric(lambda f: energy(hops, shares, f))
        assert abs(numeric / formula - 1) < 1e-6
    else:
        tiny = 1e-5
        cusp = (energy(hops, shares, tiny) - energy(hops, shares, 0)) / tiny
        assert abs(cusp / (-8 * PI * abs(beta) / N) - 1) < 1e-4

# ---------- alternated rings: sign law, curvature, currents ----------
rng = np.random.default_rng(3)
for N in (4, 6, 8, 10, 12):
    M = N // 2
    for ratio in (0.3, 0.7, 0.95, 1.0):
        b1, b2 = beta, beta * ratio
        hops = alternating(b1, b2, N)
        shares = rng.uniform(0.2, 1.0, N)
        shares /= shares.sum()

        def ring_energy(f):
            return energy(hops, shares, f)
        for f in (0.1, 0.3):
            numeric = slope(ring_energy, f)
            formula = (-2 * (-1)**M * np.sin(2 * PI * f)
                       * flux_integral(b1, b2, N, f))
            assert abs(numeric - formula) < 1e-6
            assert (numeric > 0) == (N % 4 == 2)
            assert np.allclose(bond_currents(hops, shares, f), -numeric,
                               atol=1e-6)
        if ratio < 0.9:
            numeric = curvature_numeric(ring_energy)
            formula = curvature_terms(b1, b2, N).sum()
            integral = -4 * PI * (-1)**M * flux_integral(b1, b2, N, 0.0)
            assert abs(numeric - formula) < 1e-4 * max(1, abs(formula))
            assert abs(integral - formula) < 1e-6 * max(1, abs(formula))
            parts = perturbation_parts(hops, shares)
            assert abs(parts[0] + parts[1] - formula) < 1e-8
    t = 0.02
    localized = 16 * PI**2 * M * abs(beta) * binom(0.5, M) * t**M
    if N <= 8:  # beyond this the sum is lost in rounding
        small = curvature_terms(beta, beta * t, N).sum()
        assert abs(small / localized - 1) < 2 * t**2

# ---------- worked example ----------
strong, weak = -2.8, -2.2
short, long_, equal = 1.35, 1.45, 1.40
test_B = 10.0
rings = {
    "uniform hexagon": (beta, beta, [equal] * 6),
    "alternated hexagon": (strong, weak, [short, long_] * 3),
    "alternated octagon": (strong, weak, [short, long_] * 4),
}
print(f"London element, field {test_field} a.u.: phase by quadrature "
      f"{phase_quadrature:.6f} rad, triangle flux {phase_triangle:.6f} rad")
print(f"flux quantum h/e = {PHI0:.5e} Wb")
print(f"uniform hopping |beta| = {abs(beta)} eV, side {equal} angstrom")
print(f"alternated hoppings {abs(strong)} and {abs(weak)} eV, "
      f"sides {short} and {long_} angstrom")
for name, (b1, b2, sides) in rings.items():
    N = len(sides)
    area, shares = area_and_shares(polygon(sides))
    hops = alternating(b1, b2, N)
    S = area * angstrom**2
    curv = curvature_terms(b1, b2, N).sum()
    susceptibility = -S * curv * e / PHI0**2
    magnetizability = S * susceptibility
    f10 = test_B * S / PHI0
    direct = bond_currents(hops, shares, f10) * e / PHI0
    assert np.allclose(direct, susceptibility * test_B, rtol=1e-4, atol=0)
    print(f"{name}: area {area:.4f} angstrom^2, f at {test_B:.0f} T = {f10:.4e}")
    print(f"  E''(0) = {curv:.4f} eV, I/B = {susceptibility * 1e9:.3f} nA/T")
    print(f"  magnetizability = {magnetizability:.4e} J/T^2")
    print(f"  bond current at {test_B:.0f} T = {direct.mean() * 1e9:.2f} nA")
    changes = [energy(hops, shares, f) - energy(hops, shares, 0)
               for f in (0.1, 0.25, 0.5)]
    print("  E(f)-E(0) at f = 0.1, 0.25, 0.5: "
          + ", ".join(f"{c:.4f}" for c in changes) + " eV")
    even = perturbation_parts(hops, np.full(N, 1 / N))
    assert abs(even[0] + even[1] - curv) < 1e-9
    print(f"  equal bond phases: expectation part {even[0]:.4f} eV, "
          f"mixing part {even[1] + 0.0:.4f} eV")
    if name == "uniform hexagon":
        assert abs(even[1]) < 1e-12
    if name == "alternated octagon":
        frontier = -8 * PI**2 / N**2 * (b1 + b2)**2 / abs(b1 - b2)
        assert abs(even[2] - frontier) < 1e-9
        print(f"  frontier gap {2 * abs(b1 - b2):.2f} eV, "
              f"frontier mixing {even[2]:.4f} eV")
        theta, g = gaps_half(b1, b2, N)
        for m, term in enumerate(curvature_terms(b1, b2, N)):
            print(f"  m = {m}: theta = {np.degrees(theta[m]):.0f} deg, "
                  f"g = {g[m]:.4f} eV, term in E''(0) = {term:.4f} eV")

N = 8
print(f"uniform octagon, |beta| = {abs(beta)} eV: singlet slope at f = 0+ "
      f"is {-8 * PI * abs(beta) / N:.4f} eV")
triplet_curvature = 4 * abs(beta) * (2 * PI / N)**2 / np.tan(PI / N)
print(f"uniform octagon: triplet E''(0) = {triplet_curvature:.4f} eV")
print("no test failed")
```

Running it gives:

```
London element, field 0.05 a.u.: phase by quadrature 0.176250 rad, triangle flux 0.176250 rad
flux quantum h/e = 4.13567e-15 Wb
uniform hopping |beta| = 2.5 eV, side 1.4 angstrom
alternated hoppings 2.8 and 2.2 eV, sides 1.35 and 1.45 angstrom
uniform hexagon: area 5.0922 angstrom^2, f at 10 T = 1.2313e-04
  E''(0) = 21.9325 eV, I/B = -10.462 nA/T
  magnetizability = -5.3275e-28 J/T^2
  bond current at 10 T = -104.62 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: 0.1096, 0.6815, 2.6795 eV
  equal bond phases: expectation part 21.9325 eV, mixing part -0.0000 eV
alternated hexagon: area 5.0901 angstrom^2, f at 10 T = 1.2308e-04
  E''(0) = 19.6376 eV, I/B = -9.363 nA/T
  magnetizability = -4.7660e-28 J/T^2
  bond current at 10 T = -93.63 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: 0.0977, 0.5918, 1.6517 eV
  equal bond phases: expectation part 22.1668 eV, mixing part -2.5292 eV
alternated octagon: area 9.4616 angstrom^2, f at 10 T = 2.2878e-04
  E''(0) = -36.2899 eV, I/B = 32.164 nA/T
  magnetizability = 3.0433e-27 J/T^2
  bond current at 10 T = 321.64 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: -0.1588, -0.6314, -1.0252 eV
  equal bond phases: expectation part 15.6949 eV, mixing part -51.9848 eV
  frontier gap 1.20 eV, frontier mixing -51.4042 eV
  m = 0: theta = 0 deg, g = 5.0000 eV, term in E''(0) = 6.0797 eV
  m = 1: theta = 90 deg, g = 3.5609 eV, term in E''(0) = 4.1472 eV
  m = 2: theta = 180 deg, g = 0.6000 eV, term in E''(0) = -50.6640 eV
  m = 3: theta = 270 deg, g = 3.5609 eV, term in E''(0) = 4.1472 eV
uniform octagon, |beta| = 2.5 eV: singlet slope at f = 0+ is -7.8540 eV
uniform octagon: triplet E''(0) = 14.8921 eV
no test failed
```
